# Fermi energy of silicon when strain empties four valleys

A calculation of the Fermi level or of screening in n-type silicon, strained so that two of its six conduction valleys lie lowest, must decide whether those two hold all the electrons. At fixed density and zero temperature, entering two valleys instead of six equal ones raises the Fermi energy by a factor of about 2.08, so entering six when two are occupied gives a value 52 % too low. The decision rests on two questions: how the Fermi energy depends on the number of valleys, and whether the strain is large enough to empty four of them.

## Assumptions and theorem

The electrons form a uniform, bulk, three-dimensional gas of fixed density \(n\) at zero temperature. They are independent, and their charge is neutralized by a uniform background. Silicon has six conduction valleys, two along each cubic axis. Near its minimum each valley has the energy

\[
\varepsilon(\mathbf k)=\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2(k_1^2+k_2^2)}{2m_t},
\]

where \(\mathbf k\) is measured from the minimum, \(k_l\) lies along the valley's axis, and \(k_1,k_2\) are transverse to it. Strain shifts the valleys rigidly and leaves \(m_l\) and \(m_t\) unchanged. It puts two valleys lowest and the other four higher by the splitting \(D\ge 0\).

The Fermi energy \(E\) is the height of the highest filled state above the edge of the lowest valleys. Write \(E_g\) for its value when \(g\) valleys with a common edge hold all the electrons.

**Theorem.** Under these assumptions:

1. \(E_2/E_6=3^{2/3}\approx2.080\).
2. The four upper valleys are empty if and only if \(D\ge E_2=3^{2/3}E_6\).
3. Measured from the mean edge of the six valleys, the Fermi level falls as \(D\) grows from zero.

Parts 1 and 3 do not conflict, because they measure the Fermi level from different zeros.

## Lemma 1: electrons in one valley

**Lemma 1.** A valley filled to the height \(E\) above its own edge holds the density

\[
n_1(E)=\frac{(2m_dE)^{3/2}}{3\pi^2\hbar^3},\qquad m_d=(m_lm_t^2)^{1/3}.
\]

**Proof.** The filled states satisfy \(\varepsilon(\mathbf k)\le E\). Dividing by \(E\) gives

\[
\frac{k_l^2}{2m_lE/\hbar^2}+\frac{k_1^2+k_2^2}{2m_tE/\hbar^2}\le1 .
\]

This is an ellipsoid with semi-axes \(\sqrt{2m_lE}/\hbar\), \(\sqrt{2m_tE}/\hbar\) and \(\sqrt{2m_tE}/\hbar\). Its volume is \(4\pi/3\) times their product:

\[
\Omega=\frac{4\pi}{3}\,\frac{(2E)^{3/2}(m_lm_t^2)^{1/2}}{\hbar^3}
=\frac{4\pi}{3}\,\frac{(2m_dE)^{3/2}}{\hbar^3},
\]

since \((m_lm_t^2)^{1/2}=m_d^{3/2}\). In a large periodic box of volume \(V\) there is one allowed wavevector per volume \((2\pi)^3/V\), and each holds two spins. The density is therefore

\[
n_1=\frac{2\Omega}{(2\pi)^3}
=\frac{2}{8\pi^3}\,\frac{4\pi}{3}\,\frac{(2m_dE)^{3/2}}{\hbar^3}
=\frac{(2m_dE)^{3/2}}{3\pi^2\hbar^3}.\qquad\blacksquare
\]

The orientation of the ellipsoid does not enter. Valleys along different axes hold equal numbers of electrons when filled to equal heights, although their masses along a given direction differ.

## Proof of part 1

With \(g\) valleys at a common edge, \(n=g\,n_1(E_g)\), or

\[
(2m_dE_g)^{3/2}=\frac{3\pi^2\hbar^3n}{g}.
\]

Raising both sides to the power \(2/3\) and dividing by \(2m_d\) gives

\[
E_g=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2n}{g}\right)^{2/3}.
\]

At fixed \(n\) and \(m_d\) everything except \(g\) cancels in the ratio:

\[
\frac{E_2}{E_6}=\left(\frac{6}{2}\right)^{2/3}=3^{2/3}.\qquad\blacksquare
\]

Each remaining valley must hold three times as many electrons. Its ellipsoid has three times the volume, so every semi-axis grows by \(3^{1/3}\), and the energy, quadratic in the wavevector, grows by \(3^{2/3}\).

**Remark (density of states).** Since \(n\propto E^{3/2}\) for a fixed set of valleys, the density of states at the Fermi level is \(dn/dE=3n/(2E)\). At fixed \(n\) it falls by the factor by which \(E\) rises. A screening calculation that uses this quantity inherits the choice of \(g\).

**Remark (the opposite strain).** If the two valleys are raised instead and the other four hold all the electrons, the same formula gives \(E_4/E_6=(6/4)^{2/3}\approx1.31\).

## Proof of part 2

For a general splitting, the lower valleys are filled to the height \(E\) and the upper ones to \(E-D\), if that is positive. Lemma 1 and conservation of density give, after the common factor \((2m_d)^{3/2}/(3\pi^2\hbar^3)\) is cancelled,

\[
F(E)\equiv2E^{3/2}+4\,[\max(E-D,0)]^{3/2}=6E_6^{3/2}.
\tag{1}
\]

The right side also equals \(2E_2^{3/2}\), by part 1. The function \(F\) increases strictly with \(E\), so (1) has one solution.

If \(D\ge E_2\), then \(F(E_2)=2E_2^{3/2}\), because the second term vanishes. The solution is \(E=E_2\), and the upper valleys are empty.

If \(D<E_2\), then \(F(D)=2D^{3/2}<2E_2^{3/2}\). The solution must lie above \(D\), and the upper valleys contain electrons. \(\blacksquare\)

The splitting must therefore be at least as large as the new, larger Fermi energy. A splitting equal to the unstrained value \(E_6\) is not enough.

## Proof of part 3

The mean of the six edges lies above the lowest edge by \((2\cdot0+4D)/6=2D/3\). Relative to this mean the Fermi level is

\[
\mu=E-\frac{2D}{3}.
\]

For \(0<D<E_2\), differentiate (1) with respect to \(D\) at fixed density:

\[
3\sqrt E\,\frac{dE}{dD}+6\sqrt{E-D}\left(\frac{dE}{dD}-1\right)=0 .
\]

With \(r=\sqrt E\) and \(s=\sqrt{E-D}\), this gives \(dE/dD=2s/(r+2s)\). Hence

\[
\frac{d\mu}{dD}=\frac{2s}{r+2s}-\frac23
=\frac{6s-2r-4s}{3(r+2s)}
=-\frac{2(r-s)}{3(r+2s)}<0,
\tag{2}
\]

because \(r>s\). For \(D>E_2\), \(E\) stays at \(E_2\) and the slope is \(-2/3\). The level therefore falls throughout. \(\blacksquare\)

At the threshold \(D=E_2\), \(\mu=E_2/3\approx0.69\,E_6\), already below the unstrained value \(E_6\).

**Small splitting.** When \(D\ll E_6\), \(s\approx r[1-D/(2E_6)]\). Then \(r-s\approx rD/(2E_6)\) and \(r+2s\approx3r\), so (2) becomes \(d\mu/dD\approx-D/(9E_6)\). Integrating from \(\mu=E_6\) at \(D=0\) and adding \(2D/3\) gives

\[
E\approx E_6+\frac{2D}{3}-\frac{D^2}{18E_6}.
\tag{3}
\]

To first order the Fermi level stays fixed relative to the mean edge, and the lowest edge moves down beneath it. At second order the level falls because the density of states rises with energy. If each valley's density were proportional to \(E\) instead of \(E^{3/2}\), (1) would read \(2E+4(E-D)=6E_6\) while all six valleys are occupied. Electrons would still move to the lower valleys, but \(E-2D/3\) would stay equal to \(E_6\).

## Lemma 2: the splitting produced by biaxial strain

Let a layer in the (001) plane have the in-plane strain \(e_\parallel\) along both cubic axes, no shear strain, and a normal \(z\) free of stress. In linear deformation-potential theory a valley along axis \(i\) shifts by

\[
\delta_i=\Xi_d(2e_\parallel+e_\perp)+\Xi_u e_{ii}.
\]

**Lemma 2.** The four in-plane valleys lie above the two valleys along \(z\) by

\[
D=\Xi_u(e_\parallel-e_\perp)
=\Xi_u e_\parallel\left(1+\frac{2C_{12}}{C_{11}}\right).
\]

**Proof.** The elastic energy density is

\[
U=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).
\]

Zero normal stress means \(\partial U/\partial e_\perp=C_{11}e_\perp+2C_{12}e_\parallel=0\), so \(e_\perp=-(2C_{12}/C_{11})e_\parallel\). The \(\Xi_d\) term is common to all six valleys and cancels in the difference \(\delta_x-\delta_z=\Xi_u(e_\parallel-e_\perp)\). Inserting \(e_\perp\) gives the result. \(\blacksquare\)

With \(\Xi_u>0\), tension (\(e_\parallel>0\)) gives \(D>0\) and puts the two valleys along the normal lowest. Averaging \(\delta_i\) over the three axes shows that the mean edge itself moves by \((\Xi_d+\Xi_u/3)(2e_\parallel+e_\perp)\). Part 3 therefore says nothing about the Fermi level relative to a reference outside the layer.

## Example: heavily doped silicon under tension

Take \(n=5\times10^{19}\ \mathrm{cm^{-3}}=0.05\ \mathrm{nm^{-3}}\) and an in-plane tensile strain of 1 %. The inputs are rough silicon values, to be trusted to two figures at most: \(m_l=0.92\,m_e\), \(m_t=0.19\,m_e\), \(\Xi_u=9\) eV, \(C_{11}=166\) GPa and \(C_{12}=64\) GPa. The masses give \(m_d=(0.92\times0.19^2)^{1/3}m_e=0.3214\,m_e\).

For six valleys the wavevector of the equivalent sphere is \((3\pi^2\times0.05/6)^{1/3}=0.627\ \mathrm{nm^{-1}}\). With \(\hbar^2/2m_e=38.10\ \mathrm{meV\,nm^2}\),

\[
E_6=\frac{38.10\times0.627^2}{0.3214}\ \mathrm{meV}\approx46.6\ \mathrm{meV},
\qquad
E_2=2.080\times46.63\ \mathrm{meV}\approx97.0\ \mathrm{meV}.
\]

The normal strain is \(-2(64/166)\times1\,\%=-0.771\,\%\), and the splitting is

\[
D=9\ \mathrm{eV}\times(0.01+0.00771)\approx159\ \mathrm{meV}.
\]

This exceeds \(E_2\), so the four valleys are empty. Because \(D\) is proportional to the strain, the four valleys first become empty at a strain of \(1\,\%\times96.99/159.40\approx0.61\,\%\). At 1 % strain the Fermi level lies at \(96.99-\tfrac23\times159.40\approx-9.3\) meV from the mean edge, compared with \(+46.6\) meV without strain.

At half the threshold splitting, \(D=48.50\) meV, equation (1) gives \(E=76.14\) meV, and the upper valleys still hold 30 % of the electrons. Equation (3) gives \(46.63+32.33-2.80=76.16\) meV, so the expansion remains good here although \(D\) is no longer small compared with \(E_6\).

The counting was also tested without Lemma 1. The discrete states of all six anisotropic valleys in a periodic box of \(200\times190\times210\ \mathrm{nm^3}\) were filled from the bottom at this density. The Fermi energy came out as 46.62 meV without strain and 97.00 meV with it, a ratio of 2.081. In the strained case all six valleys were available, and the upper four remained empty.

## Where the factor changes or fails

**Temperature.** At 300 K the chemical potential above the lowest edge is 31.8 meV without strain and 89.0 meV with it. The ratio is 2.80, and 2.3 % of the electrons occupy the upper valleys in the strained case. At 4 K the ratio is 2.080.

In the opposite, dilute limit the occupation of each state is a Boltzmann factor, and \(n=gA\,e^{\mu_g/k_BT}\). Here \(\mu_g\) is measured from the occupied edge, and \(A\) depends on \(m_d\) and \(T\) but not on \(g\). Equal densities give \(6e^{\mu_6/k_BT}=2e^{\mu_2/k_BT}\), so

\[
\mu_2-\mu_6=k_BT\ln3,
\]

provided \(D\gg k_BT\) keeps the upper valleys nearly empty. The change is then a fixed difference, and no factor \(3^{2/3}\) appears.

**Nonparabolic bands.** Suppose \(E(1+\alpha E)\) replaces \(E\) in the valley energy. To first order, \(E\approx E_g-\alpha E_g^2\), so the larger Fermi energy is reduced by the larger fraction. With the rough value \(\alpha=0.5\ \mathrm{eV^{-1}}\) the energies become 45.6 and 92.7 meV, and the ratio is 2.03.

**Thin layers.** For a 15 nm layer with hard walls and the same density averaged over its thickness, the Fermi energies measured from the bulk lower edge are 55.5 and 103.8 meV. Their ratio is 1.87, or 10 % below the bulk factor. It depends strongly on the thickness: the same model gives 1.93 at 25 nm, 1.74 at 10 nm, 1.30 at 5 nm and 1.00 at 3 nm, where confinement alone has already emptied the four in-plane valleys.

In a layer so thin that one subband per valley is occupied, the counting itself changes. A valley then holds the sheet density \(m_pE/(\pi\hbar^2)\), where \(m_p\) is the geometric mean of its two in-plane masses. This is \(m_t\) for the valleys along the normal and \(\sqrt{m_lm_t}\) for the other four. If all six subband edges coincided, emptying the four would raise the Fermi energy by

\[
\frac{2m_t+4\sqrt{m_lm_t}}{2m_t}=1+2\sqrt{\frac{m_l}{m_t}}\approx5.4 .
\]

Confinement itself separates these edges, since the normal masses differ, so this number is a limiting comparison and not a prediction for an inversion layer. It shows that \(3^{2/3}\) should not be carried over to one.

**Interactions.** Exchange lowers states near the valley edge more than states at the Fermi level. An estimate with static screening in the long-wavelength (Thomas-Fermi) approximation, isotropic mass \(m_d\) and a relative permittivity of about 12 (11.7 in the program) widens the filled band by 0.3 meV for six valleys and 3.2 meV for two. The ratio becomes 2.14. The long-wavelength approximation is stretched here, since the screening wavevector is about 1.3 times \(2k_F\) with six valleys and 0.6 times \(2k_F\) with two, where \(k_F\) is the wavevector of the equivalent sphere. Wavevector-dependent (Lindhard) static screening gives widenings of 0.1 and 3.0 meV and leaves the ratio at 2.14. With ellipsoidal valleys the two-valley widening varies with direction from about 2 to 5 meV. Correlation beyond static screening is not included.

**Comparison with a real layer.** The chosen strain is roughly that of silicon grown on a relaxed silicon-germanium alloy with about a quarter germanium. At this misfit the equilibrium (Matthews-Blakeslee) critical thickness is only about 10 nm. A thicker layer keeps its strain only as a metastable film, and a thinner one is confined enough to change the factor, as shown above. At the chosen density the electrons come from heavy doping with donors. The donors sit at random sites and do not form a uniform background. Linear screening in the Thomas-Fermi approximation gives their potential, taken at a random point, a root-mean-square fluctuation of about 55 meV with six valleys and 66 meV with two. These numbers do not measure the spread of the band edge. The contribution to the mean square from distance \(r\) to a donor is proportional to \(e^{-2qr}\), where \(1/q\) is the screening length, about 0.63 nm with six valleys and 0.91 nm with two. The share from within a distance \(r\) is therefore \(1-e^{-2qr}\). Linear screening requires a potential energy small compared with the Fermi energy, but the screened potential energy of a single donor exceeds the Fermi energy in magnitude within about 0.78 nm with six valleys and 0.63 nm with two. These regions supply about 91 % and 75 % of the mean square, so the two values are only rough indications. They also depend on the form of the screening: the wavevector-dependent (Lindhard) static response raises them to about 67 and 71 meV. An electron at the Fermi level averages the potential over a distance of order \(1/k_F\), 1.6 nm with six valleys and 1.1 nm with two, and so feels a smaller fluctuation. Disorder still blurs the band edge, but its effect on the ratio is not calculated here. The values 46.6 and 97.0 meV describe the ideal gas at this density; for a doped layer they are starting values.

## Values computed for the example and the checks

```
INPUTS (rough silicon values)
electron density: 5.0e+19 cm^-3
longitudinal mass: 0.92 free-electron masses
transverse mass: 0.19 free-electron masses
in-plane tensile strain: 1.00 %
shear deformation potential: 9.0 eV
elastic constant C11: 166 GPa
elastic constant C12: 64 GPa
IDEAL GAS AT ZERO TEMPERATURE
density-of-states mass per valley: 0.3214 free-electron masses
Fermi wavevector, six valleys, isotropic mass: 0.627 nm^-1
Fermi wavevector, two valleys, isotropic mass: 0.905 nm^-1
Fermi energy, six valleys: 46.63 meV
Fermi energy, two valleys: 96.99 meV
ratio from formula: 2.0801
box filling, six valleys: 46.62 meV
box filling, strained: 97.00 meV
ratio from box filling: 2.0809
strain normal to layer: -0.771 %
valley splitting: 159.40 meV
in-plane strain needed to empty four valleys: 0.608 %
strained Fermi level from mean edge: -9.27 meV
Fermi level from mean edge at threshold: 32.33 meV
half-threshold splitting: 48.50 meV
Fermi energy at half threshold: 76.14 meV
upper-valley share at half threshold: 30.44 %
EFFECTS LEFT OUT OF THE IDEAL GAS
4 K chemical potential ratio: 2.0802
300 K chemical potential, unstrained: 31.76 meV
300 K chemical potential, strained: 88.95 meV
300 K share in upper valleys, strained: 2.34 %
nonparabolicity parameter (rough): 0.5 eV^-1
nonparabolic Fermi energy, six valleys: 45.59 meV
nonparabolic Fermi energy, two valleys: 92.69 meV
nonparabolic ratio: 2.033
layer thickness (rough): 15 nm
finite-layer Fermi energy, unstrained: 55.50 meV
finite-layer Fermi energy, strained: 103.83 meV
finite-layer ratio: 1.871
relative permittivity (rough): 11.7
exchange widening, six valleys: 0.27 meV
exchange widening, two valleys: 3.16 meV
ratio with exchange widening: 2.135
donor potential rms, six valleys: 55 meV
donor potential rms, two valleys: 66 meV
```
